# Gaunt coefficients c^k: 3j form, selection rules and exchange symmetry: test program

```python
"""
Result under test, for complex spherical harmonics Y_lm with
Condon-Shortley phase and
  c^k(lm,l'm') = sqrt(4 pi/(2k+1)) Int Y*_lm Y_{k,m-m'} Y_l'm' dOmega :
  c^k = (-1)^m sqrt((2l+1)(2l'+1)) (l k l';0 0 0)(l k l';-m m-m' m'),
  c^k = 0 unless |l-l'| <= k <= l+l' and l+l'+k is even,
  c^k(lm,l'm') = (-1)^(m-m') c^k(l'm',lm).
l, l', k: degrees; m, m': projections; (...;...): Wigner 3j symbol.
By convention c^k = 0 if |m-m'| > k. In the code lp, mp mean l', m'.
"""
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from numpy.polynomial import Polynomial, Legendre
from sympy import simplify
from sympy.physics.wigner import wigner_3j


def harmonic(l, m, x, phi):
    """Y_lm from the Rodrigues formula, valid for either sign of m."""
    poly = (Polynomial([-1.0, 0.0, 1.0]) ** l).deriv(l + m)
    legendre = (-1) ** m * (1 - x * x) ** (m / 2) * poly(x)
    legendre = legendre / (2 ** l * factorial(l))
    norm = sqrt((2 * l + 1) / (4 * pi)
                * factorial(l - m) / factorial(l + m))
    return norm * legendre * np.exp(1j * m * phi)


@lru_cache(maxsize=None)
def exact_3j(a, b, c, ma, mb, mc):
    return wigner_3j(a, b, c, ma, mb, mc)


def threej(*args):
    return float(exact_3j(*args))


# Product quadrature on the sphere, exact for the integrands used here
L_MAX, K_MAX = 3, 7
nodes, node_weights = np.polynomial.legendre.leggauss(10)
n_phi = 16
angles = 2 * pi * np.arange(n_phi) / n_phi
X, PHI = np.meshgrid(nodes, angles, indexing="ij")
W = np.outer(node_weights, np.full(n_phi, 2 * pi / n_phi))
Y = {(l, m): harmonic(l, m, X, PHI)
     for l in range(K_MAX + 1) for m in range(-l, l + 1)}


@lru_cache(maxsize=None)
def c_integral(k, l, m, lp, mp):
    """c^k from its definition; returns a complex number."""
    if abs(m - mp) > k:
        return 0j
    integrand = Y[l, m].conj() * Y[k, m - mp] * Y[lp, mp]
    return complex(sqrt(4 * pi / (2 * k + 1)) * np.sum(W * integrand))


def c_formula(k, l, m, lp, mp):
    if abs(m - mp) > k:
        return 0.0
    return ((-1) ** m * sqrt((2 * l + 1) * (2 * lp + 1))
            * threej(l, k, lp, 0, 0, 0)
            * threej(l, k, lp, -m, m - mp, mp))


# Conjugation and inversion properties of the harmonics
x_test, phi_test = 0.37, 1.1
for l in range(5):
    for m in range(-l, l + 1):
        value = harmonic(l, m, x_test, phi_test)
        mirrored = harmonic(l, -m, x_test, phi_test)
        inverted = harmonic(l, m, -x_test, phi_test + pi)
        assert abs(value.conjugate() - (-1) ** m * mirrored) < 1e-10
        assert abs(inverted - (-1) ** l * value) < 1e-10


# Number of rotation-invariant vectors in a product of three multiplets
def jz_and_raising(l):
    m = np.arange(-l, l + 1)
    raising = np.diag(np.sqrt(l * (l + 1.0) - m[:-1] * (m[:-1] + 1)), -1)
    return np.diag(m.astype(float)), raising


def total_operator(mats):
    eyes = [np.eye(len(a)) for a in mats]
    return (np.kron(np.kron(mats[0], eyes[1]), eyes[2])
            + np.kron(np.kron(eyes[0], mats[1]), eyes[2])
            + np.kron(np.kron(eyes[0], eyes[1]), mats[2]))


def invariant_vectors(degrees):
    pairs = [jz_and_raising(l) for l in degrees]
    jz = total_operator([p[0] for p in pairs])
    jp = total_operator([p[1] for p in pairs])
    values, vectors = np.linalg.eigh(jp.T @ jp + jz @ jz + jz)
    return vectors[:, np.abs(values) < 1e-8]


for l1 in range(3):
    for l2 in range(3):
        for l3 in range(6):
            found = invariant_vectors((l1, l2, l3))
            inside = abs(l1 - l2) <= l3 <= l1 + l2
            assert found.shape[1] == int(inside)
            if inside:
                symbols = np.array([
                    threej(l1, l2, l3, a, b, c)
                    for a in range(-l1, l1 + 1)
                    for b in range(-l2, l2 + 1)
                    for c in range(-l3, l3 + 1)])
                assert abs(symbols @ symbols - 1) < 1e-10
                assert abs(abs(found[:, 0] @ symbols) - 1) < 1e-9

# The invariant sum of three harmonics is constant over the sphere
for l1, l2, l3 in [(2, 1, 3), (2, 2, 2), (3, 2, 3), (1, 1, 1), (2, 2, 3)]:
    pole = threej(l1, l2, l3, 0, 0, 0) * sqrt(
        (2 * l1 + 1) * (2 * l2 + 1) * (2 * l3 + 1) / (4 * pi) ** 3)
    for x0, phi0 in [(0.3, 0.4), (-0.62, 2.5)]:
        total = 0j
        for a in range(-l1, l1 + 1):
            for b in range(-l2, l2 + 1):
                if abs(a + b) <= l3:
                    total += (threej(l1, l2, l3, a, b, -a - b)
                              * harmonic(l1, a, x0, phi0)
                              * harmonic(l2, b, x0, phi0)
                              * harmonic(l3, -a - b, x0, phi0))
        assert abs(total - pole) < 1e-10

# Main formula, selection rules with their converse, and symmetry
compared = 0
odd_nonzero = 0
largest_error = 0.0
largest_symmetry_error = 0.0
for l in range(L_MAX + 1):
    for lp in range(L_MAX + 1):
        for k in range(K_MAX + 1):
            biggest = 0.0
            for m in range(-l, l + 1):
                for mp in range(-lp, lp + 1):
                    if abs(m - mp) > k:
                        continue
                    direct = c_integral(k, l, m, lp, mp)
                    reverse = c_integral(k, lp, mp, l, m)
                    error = abs(direct - c_formula(k, l, m, lp, mp))
                    sym_error = abs(direct - (-1) ** (m - mp) * reverse)
                    largest_error = max(largest_error, error)
                    largest_symmetry_error = max(
                        largest_symmetry_error, sym_error)
                    biggest = max(biggest, abs(direct))
                    compared += 1
                    if (m - mp) % 2 and abs(direct) > 1e-6:
                        odd_nonzero += 1
            allowed = (abs(l - lp) <= k <= l + lp
                       and (l + lp + k) % 2 == 0)
            assert (biggest > 1e-6) == allowed
            if allowed and l >= k:
                assert abs(c_integral(k, l, l, lp, l - k)) > 1e-6
assert largest_error < 1e-9
assert largest_symmetry_error < 1e-9
assert odd_nonzero > 0

# Recursion for J_s = Int (1-x^2)^s (d/dx)^mu P_l'(x) dx
gx, gw = np.polynomial.legendre.leggauss(20)


def j_integral(s, lp, mu):
    g = Legendre.basis(lp).deriv(mu)(gx)
    return float(np.sum(gw * (1 - gx * gx) ** s * g))


for lp in range(6):
    for mu in range(lp + 1):
        scale = np.max(np.abs(Legendre.basis(lp).deriv(mu)(gx)))
        for s in range(1, 7):
            top = 2 * s - mu
            left = (lp * (lp + 1) - top * (top + 1)) * j_integral(s, lp, mu)
            right = -4 * s * (s - mu) * j_integral(s - 1, lp, mu)
            assert abs(left - right) < 1e-10 * scale
        if (lp - mu) % 2 == 0:
            start = (lp + mu) // 2
            for s in range(start, 7):
                assert abs(j_integral(s, lp, mu)) > 1e-6


def clean(value):
    return round(float(value), 6) + 0.0


print("All values are dimensionless")
print(f"coefficients compared (l,l' <= {L_MAX}, k <= {K_MAX}): {compared}")
print(f"nonzero coefficients with odd m-m': {odd_nonzero}")
print(f"largest |integral - 3j formula|: {largest_error:.1e}")
print(f"largest symmetry violation: {largest_symmetry_error:.1e}")
l, m, lp, mp = 2, 1, 1, 0
print(f"Worked pair: l={l}, m={m}, l'={lp}, m'={mp}")
print(f"sqrt((2l+1)(2l'+1)) = {sqrt((2*l+1)*(2*lp+1)):.6f}")
for k in range(1, 6):
    first = exact_3j(l, k, lp, 0, 0, 0)
    second = exact_3j(l, k, lp, -m, m - mp, mp)
    square = simplify((2 * l + 1) * (2 * lp + 1) * first**2 * second**2)
    direct = c_integral(k, l, m, lp, mp).real
    reverse = c_integral(k, lp, mp, l, m).real
    print(f"k={k}: 3j(0,0,0) = {clean(first):.6f}, "
          f"3j(-m,m-m',m') = {clean(second):.6f}")
    print(f"  exact 3j values: {first} and {second}")
    print(f"  c^k by 3j = {clean(c_formula(k, l, m, lp, mp)):.6f}, "
          f"by integration = {clean(direct):.6f}")
    print(f"  reversed pair, by integration = {clean(reverse):.6f}; "
          f"exact (c^k)^2 = {square}")
print("Integrals J_s for l'=1, mu=1:")
for s in (1, 2, 3):
    print(f"  J_{s} = {j_integral(s, 1, 1):.6f}")
print("Accidental zero: l=l'=3, m=m'=2, k=2")
print(f"  3j(0,0,0) = {threej(3, 2, 3, 0, 0, 0):.6f}")
print(f"  3j(-2,0,2) = {clean(threej(3, 2, 3, -2, 0, 2)):.6f}")
print(f"  c^2(32,32) by integration = "
      f"{clean(c_integral(2, 3, 2, 3, 2).real):.6f}")
print(f"  c^2(30,30) by integration = "
      f"{clean(c_integral(2, 3, 0, 3, 0).real):.6f}")
print("no test failed")
```

It prints:

```
All values are dimensionless
coefficients compared (l,l' <= 3, k <= 7): 1592
nonzero coefficients with odd m-m': 244
largest |integral - 3j formula|: 2.6e-15
largest symmetry violation: 2.7e-15
Worked pair: l=2, m=1, l'=1, m'=0
sqrt((2l+1)(2l'+1)) = 3.872983
k=1: 3j(0,0,0) = 0.365148, 3j(-m,m-m',m') = -0.316228
  exact 3j values: sqrt(30)/15 and -sqrt(10)/10
  c^k by 3j = 0.447214, by integration = 0.447214
  reversed pair, by integration = -0.447214; exact (c^k)^2 = 1/5
k=2: 3j(0,0,0) = 0.000000, 3j(-m,m-m',m') = 0.182574
  exact 3j values: 0 and sqrt(30)/30
  c^k by 3j = 0.000000, by integration = 0.000000
  reversed pair, by integration = 0.000000; exact (c^k)^2 = 0
k=3: 3j(0,0,0) = -0.292770, 3j(-m,m-m',m') = 0.276026
  exact 3j values: -sqrt(105)/35 and 2*sqrt(210)/105
  c^k by 3j = 0.312984, by integration = 0.312984
  reversed pair, by integration = -0.312984; exact (c^k)^2 = 24/245
k=4: 3j(0,0,0) = 0.000000, 3j(-m,m-m',m') = 0.000000
  exact 3j values: 0 and 0
  c^k by 3j = 0.000000, by integration = 0.000000
  reversed pair, by integration = 0.000000; exact (c^k)^2 = 0
k=5: 3j(0,0,0) = 0.000000, 3j(-m,m-m',m') = 0.000000
  exact 3j values: 0 and 0
  c^k by 3j = 0.000000, by integration = 0.000000
  reversed pair, by integration = 0.000000; exact (c^k)^2 = 0
Integrals J_s for l'=1, mu=1:
  J_1 = 1.333333
  J_2 = 1.066667
  J_3 = 0.914286
Accidental zero: l=l'=3, m=m'=2, k=2
  3j(0,0,0) = 0.195180
  3j(-2,0,2) = 0.000000
  c^2(32,32) by integration = 0.000000
  c^2(30,30) by integration = 0.266667
no test failed
```
